# Cutoff errors of defect elastic dipoles from displacements, forces and stress

## Question

The elastic dipole tensor of a point defect can be found by fitting the displacements of distant atoms, by summing Kanzaki forces, or from the residual stress of the supercell. Why do the first two converge slowly with cutoff radius, while the stress converges fast?

## Answer

The three routes read the same quantity from different places. A displacement fit needs atoms so far away that the lattice looks like a continuum. A Kanzaki sum needs a sphere so large that everything outside it is harmonic. The stress of the whole cell needs neither.

The premise needs one correction. If the lattice is strictly harmonic outside a compact core, the Kanzaki sum is not slow: it is complete once the sphere encloses the core and its bonds. With the forces defined through the harmonic force constants, as below, its slow tail appears when weak anharmonicity extends through the host.

### The model and the dipole

Take a simple cubic lattice with one atom per cell and a defect at an inversion centre, in a periodic supercell of volume $V$ whose shape is held at that of the perfect, stress-free crystal. The algebra is in atomic units and contains no constants. A bond $b$ runs from site $\mathbf r$ to $\mathbf r+\mathbf d$, with length $\ell$ and direction $\mathbf n=\mathbf d/\ell$. Under displacements $\mathbf u$ and a homogeneous strain $\varepsilon$ its elongation, in linearised geometry, is

$$s_b=\mathbf n\cdot[\mathbf u(\mathbf r+\mathbf d)-\mathbf u(\mathbf r)]+\ell\,n_i\varepsilon_{ij}n_j .$$

The energy is $E=\sum_b\phi_b(s_b)$ and the tension is $t_b=\phi_b'(s_b)$. Split it as

$$t_b=k_bs_b+\tau_b ,$$

where $k_b$ is the spring constant of the perfect crystal and $\tau_b$ holds everything else: the altered defect bonds and all anharmonicity.

The dipole is defined by $P_{ij}=-\partial E/\partial\varepsilon_{ij}$ at $\varepsilon=0$. The atoms are relaxed, so $\partial E/\partial\mathbf u=0$ and their response to the strain does not contribute to the first derivative. With $V\sigma_{ij}=\partial E/\partial\varepsilon_{ij}$ this gives

$$P_{ij}=-V\sigma_{ij}=-\sum_b t_b\,d_in_j .$$

A defect that pushes outwards has $P>0$ and leaves the cell under negative (compressive) stress.

### Why stress and Kanzaki forces carry the same dipole

A stretched bond pulls its first atom along $+\mathbf n$ and its second along $-\mathbf n$. Equilibrium at site $\mathbf r$ therefore reads

$$\sum_{\text{starting at }\mathbf r}(ks+\tau)\mathbf n-\sum_{\text{ending at }\mathbf r}(ks+\tau)\mathbf n=0 .$$

The $ks$ terms are the harmonic force $-(\Phi\mathbf u)(\mathbf r)$, with $\Phi$ the force-constant matrix of the perfect crystal. Hence

$$\mathbf F(\mathbf r)\equiv(\Phi\mathbf u)(\mathbf r)=\sum_{\text{starting}}\tau\mathbf n-\sum_{\text{ending}}\tau\mathbf n .$$

These are the Kanzaki forces: applied to the perfect harmonic crystal, they reproduce the displacements. The results below need this harmonic definition. Forces evaluated instead with the full host potential at the relaxed positions vanish on every atom not bonded to the defect, so their sum ends at once but omits the anharmonic tension of the host law; in the fully anharmonic example below it gives 9.12 eV instead of 11.42 eV at any cutoff from $a$ outwards. Each bond supplies $+\tau\mathbf n$ at $\mathbf r$ and $-\tau\mathbf n$ at $\mathbf r+\mathbf d$, so its share of the moment $\sum F_ir_j$ is

$$\tau n_ir_j-\tau n_i(r_j+d_j)=-\tau n_id_j .$$

The full moment is $-\sum_b\tau_bd_in_j$, since $d_in_j=\ell n_in_j$ is symmetric.

In the stress, the harmonic part vanishes at fixed cell. For each bond type $k$, $\mathbf d$ and $\mathbf n$ are constant, and

$$\sum_{\mathbf r}\mathbf n\cdot[\mathbf u(\mathbf r+\mathbf d)-\mathbf u(\mathbf r)]=0$$

because both terms run over the same periodic set of sites. What remains is

$$P_{ij}=-V\sigma_{ij}=-\sum_b\tau_b\,d_in_j .$$

The stress thus collects the anharmonic tension of every bond in the cell, without being told which bonds are anharmonic.

The cutoff must act on the forces, not on the displacements. If $\mathbf u$ is set to zero outside a sphere and all resulting forces are summed, the moment is

$$\sum_{\mathbf r'}u_k(\mathbf r')\sum_{\mathbf r}\Phi_{ik}(\mathbf r-\mathbf r')\,r_j=0 .$$

To see this, write $r_j=(r-r')_j+r'_j$. The first part is odd in $\mathbf r-\mathbf r'$ and cancels by inversion; the second cancels because a rigid translation produces no force. The artificial forces at the cut remove the whole dipole.

### Why a truncated Kanzaki sum has a tail

For a host bond with the Morse force

$$\phi'(s)=\frac{k}{\alpha}\left(e^{-\alpha s}-e^{-2\alpha s}\right)=ks-\tfrac32k\alpha s^2+\dots,$$

the leading anharmonic tension is $\tau=-\tfrac32k\alpha s^2$. The dipole displacement falls as $r^{-2}$, the strain as $r^{-3}$, and $\tau$ as $r^{-6}$.

Far from the core, smear the bonds into a density, with $\Omega$ the volume per atom:

$$T_{ij}=-\frac1\Omega\sum_{\text{bonds per atom}}\tau\,\ell\,n_in_j,\qquad f_i=-\partial_jT_{ij},$$

where $f_i$ is the Kanzaki force per volume. In cubic symmetry $P_{ij}=P\delta_{ij}$, so $P$ is one third of the trace. The part of the moment outside radius $R$ is, after integration by parts,

$$P-P(R)=-\frac13\int_{r>R}r_i\,\partial_jT_{ij}\,d^3r
=\frac13\int_{r>R}T_{ii}\,d^3r+\frac{R^3}{3}\oint\hat r_iT_{ij}\hat r_j\,d\Omega_{\hat r}.$$

The surface term is positive because the outward normal of the outer region points towards the defect. With $T_{ij}=T^{(0)}_{ij}(\hat{\mathbf r})/r^6$ and $\int_R^\infty r^{-4}dr=R^{-3}/3$,

$$P-P(R)=\frac1{3R^3}\oint\left[\tfrac13T^{(0)}_{ii}+\hat r_iT^{(0)}_{ij}\hat r_j\right]d\Omega_{\hat r}.$$

The first term is the dipole of the omitted bonds. The second comes from bonds cut by the sphere, which contribute a force at one end without its partner. Since $\tau<0$, both are positive: they add, and the truncated sum approaches $P$ from below. Both are quadratic in the strain, so at leading order the relative error grows in proportion to $P$.

If $\tau=0$ outside a core, both terms vanish there and the sum terminates.

### Why a displacement fit is slow even in a harmonic host

Let $G^{\rm lat}$ be the response of the harmonic lattice to a point force. Expanding $u_i(\mathbf r)=\sum_{\mathbf r'}G^{\rm lat}_{ij}(\mathbf r-\mathbf r')F_j(\mathbf r')$ in $\mathbf r'$ for compact forces gives

$$u_i=-P_{jk}\,\partial_kG^{\rm lat}_{ij}-\tfrac16M_{jklm}\,\partial_k\partial_l\partial_mG^{\rm lat}_{ij}+\dots,\qquad M_{jklm}=\sum F_jr'_kr'_lr'_m .$$

The zeroth moment is absent because the forces balance, and the second because inversion makes $\mathbf F$ odd. As $G\sim1/r$, the dipole term falls as $r^{-2}$ and the third-moment term as $r^{-4}$.

The lattice response also differs from the continuum one. At small wavevector $\Phi(\mathbf q)$ has a part of order $q^2$, which is elasticity, and a part of order $q^4$. Its inverse is the elastic term of order $q^{-2}$ plus a direction-dependent term of order $q^0$. The latter gives $r^{-3}$ in $G^{\rm lat}$ and $r^{-4}$ after the derivative.

Both corrections are of order $(a/r)^2$ relative to the dipole field, with $a$ the lattice constant. If the forces lack inversion symmetry, the second moment survives and the displacement differs from the dipole field at relative order $a/r$. That term is even in $\mathbf r$ while the dipole field is odd, so it drops out of a fit over atoms that come in pairs $\pm\mathbf r$, and the fit error below keeps its inverse-square form.

Let $\mathbf e$ be the elastic field of a unit dipole, and write $\mathbf u=P(\mathbf e+\boldsymbol\delta)$. The least-squares dipole and its relative error are

$$P_{\rm fit}=\frac{\sum\mathbf u\cdot\mathbf e}{\sum\mathbf e\cdot\mathbf e},\qquad \frac{P_{\rm fit}}P-1=\frac{\sum\boldsymbol\delta\cdot\mathbf e}{\sum\mathbf e\cdot\mathbf e}.$$

Only the projection of the mismatch on $\mathbf e$ matters. Suppose that on a shell it is $c\,a^2/r^2$ times the mean of $\mathbf e\cdot\mathbf e$, which falls as $r^{-4}$. For atoms between $R$ and $R_m$, replacing sums by integrals,

$$\frac{P_{\rm fit}}P-1\approx ca^2\,\frac{\int_R^{R_m}r^{-4}dr}{\int_R^{R_m}r^{-2}dr}=\frac{ca^2}{3}\left(\frac1{R^2}+\frac1{RR_m}+\frac1{R_m^2}\right).$$

Excluding more of the core helps only quadratically, and less than that when $R$ approaches the outer edge of the usable region.

### What error the stress route keeps

The stress has no cutoff radius, but its cell is periodic. The images strain the core. By inversion their displacement near the defect is odd in $\mathbf r$: a uniform strain proportional to $1/V$, then non-uniform terms two powers of the cell size smaller. For a cell edge of $N$ lattice constants and a compact core,

$$P(N)=P(\infty)+\frac{dP}{d\varepsilon}\,\frac b{N^3}+O(N^{-5}),$$

where $\varepsilon$ is an isotropic strain $\varepsilon\delta_{ij}$ and $b/N^3$ is the image strain. In the derivative, $P$ means $-\frac13\sum_b\tau_b\ell_b$: the harmonic stress of the strained perfect crystal, which would add a term proportional to $V$, is subtracted.

In an anharmonic host the region at distances of order $L=Na$ also contributes, with volume $L^3$ times a density $L^{-6}$. This is again $L^{-3}$.

So the stress error and the Kanzaki tail have the same power when $R$ is tied to the cell width. The advantage of the stress is not a higher exponent. A Kanzaki sum from the same cell contains the image error as well, because its full moment, with both forces of every bond kept together across the cell boundary, equals the stress result. It then adds the truncation tail.

### The numbers

The example is a model crystal with $a=3$ Å, first- and second-neighbour springs of 3 and 1 eV/Å$^2$, and $\alpha=0.8$ Å$^{-1}$. The six defect bonds have half the host strength and a rest length 0.6 Å longer. The numerical output is printed below.

**Compact core.** Here bonds are anharmonic only if their midpoints lie within $2a$ of the defect. The residual stress gives $P=11.263$ eV. The longest bond extends $0.71a$ from its midpoint, so all Kanzaki forces lie within $2.71a$. The sum is 10.128 eV at $R=a$, 10.638 eV at $2a$, and 11.263 eV at $2.75a$, where it stays.

The same forces, with image effects removed, give the displacement fits. Using atoms from $R$ to $12a$, the error relative to 11.263 eV is 6.6 % at $R=3a$, 1.8 % at $6a$ and 0.86 % at $10a$. For $R=6a$ the bracket formula gives

$$\frac13\left(\frac1{36}+\frac1{72}+\frac1{144}\right)=0.0162,\qquad c\approx\frac{0.0180}{0.0162}=1.11 .$$

The values at $8a$ and $10a$ give $c\approx1.05$ and 1.02, and those at $3a$ and $4a$ give 1.36 and 1.33. So $c$ drifts downwards and changes little only from $6a$ outwards, where the inverse-square law describes the errors and accounts for the slow gain near the outer edge. The root-mean-square mismatch on a shell, 4.6 % at $8a$, is larger than the fit error of 1.2 % for $R=8a$, mainly because most of it is orthogonal to $\mathbf e$ and so does not affect the fit. Its measured decay exponent between $6a$ and $11a$ is $-2.15$.

The image error can be predicted from two separate measurements, the strain response $dP/d\varepsilon$ and the image strain $b=-0.194$. Their product gives an $N^{-3}$ coefficient near $-2.4$ eV, and a fit to the relaxed cells agrees within a few per cent. The $N^{-5}$ coefficient is less certain, because it depends on which cell sizes are fitted. At $N=16$ its term is roughly a fifth to a quarter of the leading one, so the $1/V$ law alone is not accurate in small cells. The whole image error is still only about $-0.0007$ eV there.

**Host anharmonic everywhere.** Extrapolation in cell size gives $P=11.419$ eV, or 0.4197 hartree. In the cell with $N=40$, the truncated Kanzaki sum misses 0.057 eV at $R=4a$, 0.012 eV at $6a$ and 0.0023 eV at $10a$. The exponent measured between $5a$ and $10a$ is $-3.23$, near the asymptotic $-3$; the sources of the difference were not separated. At $6a$, omitted and cut bonds account for 0.0052 eV and the surface term for 0.0067 eV. More than half of the error thus comes from the unpaired forces at the cut.

The fair comparison uses one cell for both routes, here with the Kanzaki sphere at $R=(N/2-1)a$. Errors are relative to the extrapolated dipole.

| $N$ | stress | Kanzaki sum |
|---|---|---|
| 8 | −0.12 % | −1.87 % |
| 16 | −0.012 % | −0.091 % |
| 24 | −0.003 % | −0.023 % |

At $N=16$ the image error is $11.4194-11.4180=0.0014$ eV. The Kanzaki sum has this error too, and loses a further $11.4180-11.4090=0.0090$ eV by truncation.

### Where the advantage can be lost

The stress is multiplied by the cell volume, and so is any error in it: $\delta P=-V\,\delta\sigma$. For $N=16$, $V=4096\times27=1.106\times10^5$ Å$^3$, and the residual stress is only $-1.03\times10^{-4}$ eV/Å$^3$. An accuracy of 0.01 eV in $P$ requires the stress to be right to $9\times10^{-8}$ eV/Å$^3$. If the perfect cell has a stress of its own, that stress must be subtracted first, or it enters $P$ multiplied by $V$.

The prefactors belong to this model, with central forces, linearised bond geometry and moderate anharmonicity. The displacement fit was examined in the harmonic host alone. The powers follow from the decay of the dipole field, from inversion symmetry and, for the Kanzaki tail, from a bond force whose leading anharmonic term is quadratic in the elongation. If that term is absent and the next one is cubic, $\tau$ falls as $r^{-9}$ and the tail as $R^{-6}$. All these powers presume a host with short-ranged force constants, so that the expansion in small $\mathbf q$ holds.

## Numbers as computed

```
lattice constant 3.00 A; springs 3.00, 1.00 eV/A^2
Morse exponent 0.80 1/A; misfit 0.60 A; defect bond strength ratio 0.50
C11 1.6667, C12 = C44 0.3333 eV/A^3; anisotropy 2C44/(C11-C12) 0.500
COMPACT CORE, anharmonic radius 2.0 a, cell N=32
first-neighbour displacement 0.1609 A
residual-stress dipole 11.26286 eV
Kanzaki sum, R=1.00 a: 10.12840 eV
Kanzaki sum, R=1.50 a: 10.12401 eV
Kanzaki sum, R=2.00 a: 10.63825 eV
Kanzaki sum, R=2.75 a: 11.26286 eV
Kanzaki sum, R=5.00 a: 11.26286 eV
moment if displacements are cut at 5 a: 8.9e-16 eV
strain response dP/d(strain) 12.286 eV
image strain times N^3: -0.19421
N^-3 coefficient of P: relaxed cells -2.4548 eV, predicted -2.3860 eV
N^-5 coefficient of P: -133.75 eV
size change / N^-3 prediction: N=16,24 1.296; N=24,32 1.157
DISPLACEMENT ROUTE, harmonic host, sites from R to 12 a
R= 2 a: fit 13.1444 eV, error +16.706 %, shell rms mismatch 50.314 %
R= 3 a: fit 12.0065 eV, error +6.603 %, shell rms mismatch 31.350 %
R= 4 a: fit 11.7120 eV, error +3.987 %, shell rms mismatch 20.509 %
R= 6 a: fit 11.4655 eV, error +1.799 %, shell rms mismatch 8.464 %
R= 8 a: fit 11.3931 eV, error +1.157 %, shell rms mismatch 4.578 %
R=10 a: fit 11.3600 eV, error +0.862 %, shell rms mismatch 2.774 %
decay exponent of shell mismatch, 6-11 a: -2.147
HOST ANHARMONIC EVERYWHERE; Kanzaki cutoff R = N/2 - 1 in the same cell
energy-derivative dipole, N=16: 11.41804 eV
N= 8: stress 11.40595 eV, error -0.1174 %; Kanzaki 11.20602 eV, error -1.8683 %
N=12: stress 11.41598 eV, error -0.0296 %; Kanzaki 11.38805 eV, error -0.2742 %
N=16: stress 11.41801 eV, error -0.0119 %; Kanzaki 11.40901 eV, error -0.0907 %
N=24: stress 11.41897 eV, error -0.0034 %; Kanzaki 11.41679 eV, error -0.0225 %
N=32: stress 11.41920 eV, error -0.0014 %; Kanzaki 11.41834 eV, error -0.0089 %
N=40: stress 11.41928 eV, error -0.0007 %; Kanzaki 11.41886 eV, error -0.0044 %
ratio of size differences, N=24,32,40: 2.848; 1/V law 2.808
Kanzaki sum, R= 3 a, N=40: 11.23611 eV, missing 0.18317 eV
Kanzaki sum, R= 4 a, N=40: 11.36255 eV, missing 0.05673 eV
Kanzaki sum, R= 6 a, N=40: 11.40734 eV, missing 0.01194 eV
Kanzaki sum, R= 8 a, N=40: 11.41467 eV, missing 0.00461 eV
Kanzaki sum, R=10 a, N=40: 11.41701 eV, missing 0.00227 eV
decay exponent of missing force moment, 5-10 a: -3.227
missing at R=6 a: omitted and cut bonds 0.00521 eV, surface term 0.00672 eV
extrapolated dipole: 11.41936 eV = 0.419654 hartree
```
